# Minimum dielectric thickness for stabilizing negative capacitance in a ferroelectric film

## Problem

A ferroelectric film of thickness \(t_f=5\) nm and a linear dielectric layer of thickness \(t_d\) and relative permittivity \(\varepsilon_d=300\) lie on top of each other between two metal electrodes. There is no metal and no free charge at the interface between the layers. The polarization \(P\) of the film points along the normal and is uniform. Its energy density is

\[
f(P)=\frac a2P^2+\frac b4P^4,\qquad a=-3\times10^{8}\ \text{m/F},\quad b=3\times10^{10}\ \text{J m}^5/\text{C}^4 .
\]

These are round model parameters. \(P\) is the whole polarization of the film, so that its displacement is \(D=\varepsilon_0E_f+P\), with \(E_f\) the field in the film.

(a) The electrodes are short-circuited. How thick must the dielectric be for the state \(P=0\) to be stable against uniform changes of \(P\)?

(b) What state does the stack take up at \(t_d=3\) nm if the polarization stays uniform?

(c) At \(t_d=5\) nm, find the small-signal capacitance per area of each layer and of the stack, and the voltage across the dielectric when a small voltage \(V\) is applied.

## Hints

1. Two conditions fix the fields in both layers once \(P\) and \(V\) are given: the normal component of \(D\) is continuous, and the voltages across the layers add up to \(V\).

2. The dielectric enters these conditions through the length \(u=t_d/\varepsilon_d\), the thickness of a vacuum gap with the same capacitance.

3. With the electrodes shorted, no source does work. The energy to be minimized is then \(f\) times the film thickness plus the field energies of both layers. Write it as a function of \(P\) alone.

4. A stationary point is stable if the energy has positive curvature there. The film contributes a negative curvature at \(P=0\), the fields a positive one.

5. For (c), linearize the film's equation of state, \(E_f=df/dP\), about \(P=0\), and express the charge on the electrode through the voltage across the film.

## Solution

### Fields in the two layers

Let the normal point from the first electrode through the film into the dielectric, and count fields positive in that direction. Continuity of \(D\) and the voltage condition read

\[
\varepsilon_0E_f+P=\varepsilon_0\varepsilon_dE_d,\qquad E_ft_f+E_dt_d=V .
\]

The first gives \(E_d=(\varepsilon_0E_f+P)/(\varepsilon_0\varepsilon_d)\). Inserting this in the second, with \(u=t_d/\varepsilon_d\),

\[
E_ft_f+uE_f+\frac{uP}{\varepsilon_0}=V
\quad\Longrightarrow\quad
E_f=\frac{V-uP/\varepsilon_0}{t_f+u}.
\]

At \(V=0\) this is a depolarizing field, opposed to \(P\) and proportional to it:

\[
E_f=-sP,\qquad s=\frac{u}{\varepsilon_0(t_f+u)} .
\]

The coefficient \(s\) has the same unit as \(a\). It vanishes for \(t_d\to0\), when the electrodes screen the polarization charge completely, and rises towards \(1/\varepsilon_0\) for \(t_d\to\infty\), when they do not screen it at all.

### Energy as a function of polarization

At \(V=0\) the voltage condition gives \(E_d=-E_ft_f/t_d=sPt_f/t_d\). The field energy per area of both layers is

\[
\frac{\varepsilon_0}{2}E_f^2t_f+\frac{\varepsilon_0\varepsilon_d}{2}E_d^2t_d
=\frac{\varepsilon_0}{2}s^2P^2t_f+\frac{\varepsilon_0\varepsilon_d}{2}s^2P^2\frac{t_f^2}{t_d}
=\frac{\varepsilon_0}{2}s^2P^2t_f\,\frac{u+t_f}{u},
\]

where \(\varepsilon_d/t_d=1/u\) was used. By the definition of \(s\), \(\varepsilon_0s(t_f+u)/u=1\), so one factor of \(s\) drops out and the field energy is \(\tfrac12sP^2t_f\). Adding \(t_ff(P)\) gives the total energy per area \(U\):

\[
\frac{U}{t_f}=\frac{a+s}{2}P^2+\frac b4P^4 .
\]

The series dielectric therefore shifts the quadratic coefficient from \(a\) to \(a+s\) and leaves the quartic one alone. The dielectric does not change the material law of the film. It makes polarization cost field energy.

### (a) The threshold

The curvature of \(U/t_f\) at \(P=0\) is \(a+s\). With \(a=-|a|\), stability requires \(s>|a|\), that is

\[
\frac{u}{\varepsilon_0(t_f+u)}>|a|
\;\Longrightarrow\;
u>\varepsilon_0|a|t_f+\varepsilon_0|a|u
\;\Longrightarrow\;
u\,(1-\varepsilon_0|a|)>\varepsilon_0|a|t_f .
\]

If \(\varepsilon_0|a|<1\), division by the bracket keeps the direction of the inequality, and \(t_d=\varepsilon_du\) gives

\[
t_d>t_{\min}=\frac{\varepsilon_0\varepsilon_d|a|t_f}{1-\varepsilon_0|a|} .
\]

If \(\varepsilon_0|a|\ge1\), the left side of the last inequality is zero or negative and no thickness satisfies it. This agrees with the upper limit \(1/\varepsilon_0\) of \(s\).

Here \(\varepsilon_0|a|=8.854\times10^{-12}\times3\times10^{8}=0.00266\), so the denominator hardly matters. The numerator is

\[
\varepsilon_0\varepsilon_d|a|\,t_f=0.7969\times5\ \text{nm}=3.984\ \text{nm},
\]

and division by \(1-0.00266\) gives 3.995 nm. The answer is

\[
t_{\min}\approx4.0\ \text{nm}.
\]

A direct numerical calculation, which solves the two field conditions as a linear system and looks for the zero of the energy's curvature, gives the same 3.995 nm.

The equivalent vacuum gap is \(u=3.995\ \text{nm}/300\approx0.013\) nm. The threshold is as large as 4 nm because the dielectric is so polarizable. At fixed \(a\) and \(t_f\) it is proportional to \(\varepsilon_d\), so a layer with \(\varepsilon_d=30\) would need about 0.4 nm. That is a thickness of atomic size, at which a description by a bulk permittivity is doubtful. By the same proportionality, the threshold is lower if the permittivity of the thin layer is below the assumed 300.

The result also depends on what \(P\) stands for. Suppose \(P\) is only the part of the polarization that appears in \(f\), and the rest of the film's response is a linear background, \(D=\varepsilon_0\varepsilon_bE_f+P\). The elimination of \(E_d\) then gives \(E_f(t_f+\varepsilon_bu)=-uP/\varepsilon_0\) at \(V=0\). The stability condition is again that the restoring field per polarization exceeds \(|a|\):

\[
\frac{u}{\varepsilon_0(t_f+\varepsilon_bu)}>|a|
\;\Longrightarrow\;
t_{\min}=\frac{\varepsilon_0\varepsilon_d|a|t_f}{1-\varepsilon_0\varepsilon_b|a|} .
\]

For \(\varepsilon_b=10\) the denominator is \(1-0.0266\) and the threshold becomes 4.1 nm. The change is small only while \(\varepsilon_0\varepsilon_b|a|\ll1\); for \(\varepsilon_b=100\) the threshold is 5.4 nm.

### (b) A dielectric of 3 nm

Now \(u=3\ \text{nm}/300=0.01\) nm, and

\[
s=\frac{0.01}{8.854\times10^{-12}\times5.01}\ \text{m/F}=2.254\times10^{8}\ \text{m/F}.
\]

This is less than \(|a|\), so \(a+s=-0.746\times10^{8}\) m/F and \(P=0\) is a maximum of \(U\). The stationary points follow from

\[
\frac{1}{t_f}\frac{dU}{dP}=P\left[(a+s)+bP^2\right]=0
\quad\Longrightarrow\quad
P=0\ \ \text{or}\ \ P=\pm\sqrt{\frac{-(a+s)}{b}} .
\]

At the nonzero solutions the curvature is \((a+s)+3bP^2=-2(a+s)>0\), so they are minima. Numerically,

\[
|P|=\sqrt{\frac{0.746\times10^{8}}{3\times10^{10}}}\ \text{C/m}^2=0.050\ \text{C/m}^2 ,
\]

which direct minimization of the energy confirms. Without the dielectric, \(s=0\) and the same formula gives \(0.10\ \text{C/m}^2\). As long as the polarization stays uniform, the 3 nm layer thus halves the remanent polarization but does not remove it. Under the same condition the stack has two stable states at zero voltage and remains a hysteretic ferroelectric capacitor. As \(t_d\) approaches \(t_{\min}\) from below, \(a+s\) goes to zero and the two minima merge continuously at \(P=0\).

The continuous merging rests on \(b>0\). If \(b<0\), a term \(\tfrac c6P^6\) with \(c>0\) is needed to bound the energy. Writing \(A=a+s\) and \(x=P^2\),

\[
\frac{1}{t_f}\frac{dU}{dP}=P\,(A+bx+cx^2).
\]

The bracket has no real zero if \(b^2-4cA<0\), so polarized states are absent only for \(A>b^2/(4c)\). For \(0<A<b^2/(4c)\) the state \(P=0\) is locally stable, but polarized minima exist beside it and hysteresis is still possible. In that case \(t_{\min}\) is only the threshold of local stability. Removing the polarized states takes a thicker dielectric, and it is possible only if \(b^2/(4c)\) is less than \(1/\varepsilon_0-|a|\), the upper limit of \(A\). This removes the polarized states at zero voltage only. Under a voltage the equilibrium condition is \(AP+bP^3+cP^5=V/(t_f+u)\), and its slope \(A+3bx+5cx^2\) still changes sign as long as \(9b^2-20cA>0\). For \(b^2/(4c)<A<9b^2/(20c)\) the stack therefore shows a double hysteresis loop at finite voltage, and it is free of hysteresis only for \(A>9b^2/(20c)\).

### (c) A dielectric of 5 nm

At this thickness \(s=3.752\times10^{8}\) m/F and \(a+s=0.752\times10^{8}\) m/F, so the state \(P=0\) is stable against uniform changes of \(P\). The capacitances and voltages below are those of a uniformly polarized film.

For small \(P\) the film's equation of state is \(E_f=aP\), hence \(P=E_f/a\). The charge per area on the first electrode equals the displacement:

\[
\sigma=\varepsilon_0E_f+P=\left(\varepsilon_0+\frac1a\right)E_f .
\]

Dividing by the voltage \(E_ft_f\) across the film gives

\[
C_f=\frac{\varepsilon_0+1/a}{t_f}
=\frac{(0.0089-3.3333)\times10^{-9}}{5\times10^{-9}}\ \text{F/m}^2=-0.665\ \text{F/m}^2 .
\]

It is negative because \(1/|a|>\varepsilon_0\). When the charge increases, the voltage across the film falls. For the dielectric,

\[
C_d=\frac{\varepsilon_0\varepsilon_d}{t_d}=0.531\ \text{F/m}^2 .
\]

Both layers carry the same \(\sigma\), so \(V=\sigma/C_f+\sigma/C_d\), and

\[
\frac1C=\frac1{C_d}+\frac1{C_f}=(1.882-1.504)\ \text{m}^2/\text{F}=0.378\ \text{m}^2/\text{F},
\qquad C=2.64\ \text{F/m}^2 .
\]

The stack has a larger capacitance than the dielectric alone, because a negative term has been added to \(1/C_d\). The voltage across the dielectric is

\[
V_d=\frac{\sigma}{C_d}=\frac{C}{C_d}V\approx5.0\,V ,
\]

and the film carries the remainder, about \(-4.0\,V\). The voltages still add up to \(V\), and no energy is created: the total stored energy \(\tfrac12CV^2\) is positive and is supplied by the source. Solving the nonlinear circuit equations at a small voltage gives the same capacitances and gain; the values are in the numerical output.

Capacitance and stability are linked. Inserting \(C_f\) and \(C_d=\varepsilon_0/u\),

\[
\frac1C=\frac{at_f}{1+\varepsilon_0a}+\frac{u}{\varepsilon_0}
=\frac{\varepsilon_0at_f+u+\varepsilon_0au}{\varepsilon_0(1+\varepsilon_0a)}
=\frac{(t_f+u)(a+s)}{1+\varepsilon_0a}.
\]

The last step uses \(u=\varepsilon_0s(t_f+u)\). Since \(1+\varepsilon_0a>0\) here, \(C>0\) is the same condition as \(a+s>0\). The negative capacitance belongs to one part of the stack; the stable stack as a whole has a positive one. As \(t_d\) falls towards \(t_{\min}\), \(C\) and the gain grow without limit in the linear theory. The range of voltages in which that theory holds shrinks at the same time, because it requires \(bP^2\ll a+s\). At 5 nm this means \(|P|\ll\sqrt{0.752\times10^{8}/(3\times10^{10})}\ \text{C/m}^2\approx0.05\ \text{C/m}^2\). Since \(P=V/[(t_f+u)(a+s)]\) in the linear range, this is \(|V|\ll19\) mV. The differential capacitance \(d\sigma/dV\) feels \(3bP^2\) and has already dropped by about a tenth at 4 mV.

## Variation 1: the coefficient without the half

*The energy density is given as \(f=\alpha P^2+\dots\) with \(\alpha=-3\times10^{8}\) m/F. What is the threshold now?*

Comparison with \(\tfrac a2P^2\) gives \(a=2\alpha=-6\times10^{8}\) m/F. The numerator of \(t_{\min}\) doubles, and the small term in the denominator doubles as well:

\[
t_{\min}=\frac{2\times3.984\ \text{nm}}{1-2\times0.00266}=8.0\ \text{nm}.
\]

The numerical zero of the curvature agrees. A quoted "quadratic coefficient" therefore fixes the thickness only together with its definition. A safe way to identify it is the slope of the equation of state at the origin: \(a\) is \(dE_f/dP\) at \(P=0\).

## Variation 2: a polarization that varies along the film

*Let the polarization be \(P=p\cos kx\), with \(x\) in the plane of the film and no variation through its thickness. Let such a variation cost the energy density \(\tfrac g2(\partial P/\partial x)^2\) with \(g=10^{-10}\ \text{J m}^3/\text{C}^2\). Is the state \(P=0\) still stable at \(t_d=5\) nm?*

Take both electrodes at zero potential and let \(z\) run from 0 at the first electrode. Inside the film \(P\) does not depend on \(z\), so bound charge appears only at its two faces. The charge at \(z=0\) lies on an electrode at zero potential and contributes no energy. The charge at \(z=t_f\) has the density \(p\cos kx\). The potential obeys Laplace's equation in each layer, vanishes at the electrodes and is continuous at the interface:

\[
\phi=\Phi\cos kx\,\frac{\sinh kz}{\sinh kt_f}\ \ \text{(film)},\qquad
\phi=\Phi\cos kx\,\frac{\sinh k(t_f+t_d-z)}{\sinh kt_d}\ \ \text{(dielectric)} .
\]

With \(E_z=-\partial\phi/\partial z\), continuity of the normal displacement at \(z=t_f\) requires

\[
-\varepsilon_0k\Phi\coth kt_f+p=\varepsilon_0\varepsilon_dk\Phi\coth kt_d
\;\Longrightarrow\;
\Phi=\frac{p}{\varepsilon_0k\,[\coth kt_f+\varepsilon_d\coth kt_d]} .
\]

The field energy per area is half the average of charge times potential, \(\tfrac12\cdot\tfrac12p\Phi\). The averages of \(\cos^2kx\) and \(\sin^2kx\) are both \(\tfrac12\), so the terms with \(a\) and \(g\) contribute \(\tfrac14t_f(a+gk^2)p^2\). To second order in \(p\), therefore,

\[
U=\frac{t_fp^2}{4}\left[a+s(k)+gk^2\right],\qquad
s(k)=\frac{1}{t_fk\,\varepsilon_0\,[\coth kt_f+\varepsilon_d\coth kt_d]} .
\]

For \(k\to0\), \(k\coth kt\to1/t\), and \(s(k)\) becomes \(1/[\varepsilon_0(1+t_f/u)]=s\), the uniform result. A finite-element solution for the potential confirms \(s(k)\) at finite \(k\).

At \(t_d=5\) nm the bracket is lowest for \(k=7.2\times10^{8}\ \text{m}^{-1}\), a period of 8.7 nm:

\[
a+s(k)+gk^2=(-3.00+1.04+0.52)\times10^{8}\ \text{m/F}=-1.44\times10^{8}\ \text{m/F}.
\]

The answer is no. Charges of alternating sign partly cancel each other's field, so the depolarization stiffness drops from \(3.75\times10^{8}\) to \(1.04\times10^{8}\) m/F, and the gradient energy does not make up for the loss. The film lowers its energy by forming a modulated pattern.

A thicker dielectric does not help. Since \(\coth kt_d\) decreases towards 1 as \(t_d\) grows, \(s(k)\) at fixed \(k\) rises with \(t_d\) and is largest for \(t_d\to\infty\). Even in that limit the lowest value of the bracket is \(-1.44\times10^{8}\) m/F. The mode that gives it is unstable at every finite thickness too, so for this \(g\) no dielectric with \(\varepsilon_d=300\) stabilizes the state \(P=0\).

To suppress all modes of this form, \(g\) must exceed the largest value of \((|a|-s(k))/k^2\). At \(t_d=5\) nm this is \(8.2\times10^{-10}\ \text{J m}^3/\text{C}^2\), about eight times the value assumed. It is a lower bound on the \(g\) required. A polarization that also varies through the thickness, or has an in-plane component, might reach a lower energy. Such freedom cannot undo the instability found here, because one mode that lowers the energy is enough to prove it.

The 4.0 nm of part (a) is thus a necessary thickness: below it, even the uniform mode is unstable. It is not sufficient by itself: the polarization must also stay uniform along the film, either because it is constrained to or because \(g\) is large enough (for modes of the form above, about \(1.5\times10^{-9}\ \text{J m}^3/\text{C}^2\) at \(t_d=4.0\) nm). The capacitance and the voltages found in part (c) rest on the same condition.

## Calculated quantities

```
Film thickness t_f = 5.0 nm
Quadratic coefficient a = -3.00e+08 m/F
Quartic coefficient b = 3.00e+10 J m^5/C^4
Dielectric relative permittivity = 300
Vacuum permittivity = 8.85419e-12 F/m
Small parameter eps0*|a| = 0.00266
Product eps0*eps_d*|a| = 0.7969
Threshold, short formula = 3.984 nm
Threshold, full formula = 3.995 nm
Threshold, from energy curvature = 3.995 nm
Threshold if f = a P^2 (no half) = 8.011 nm
Below threshold: t_d = 3.0 nm
  depolarization stiffness s = 2.2543e+08 m/F
  remanent P, formula = 0.04986 C/m^2
  remanent P, minimization = 0.04986 C/m^2
Above threshold: t_d = 5.0 nm
  depolarization stiffness s = 3.7522e+08 m/F
  film capacitance C_f = -0.6649 F/m^2
  dielectric capacitance C_d = 0.5313 F/m^2
  stack capacitance C, circuit = 2.6430 F/m^2
  stack capacitance C, series rule = 2.6430 F/m^2
  voltage gain C/C_d = 4.975
Gradient coefficient g = 1.00e-10 J m^3/C^2
Most unstable lateral mode at t_d = 5.0 nm:
  wave number k = 7.186e+08 1/m
  period = 8.74 nm
  s(k), formula = 1.0427e+08 m/F
  s(k), finite elements = 1.0427e+08 m/F
  gradient stiffness g k^2 = 5.1642e+07 m/F
  net stiffness = -1.4409e+08 m/F
Lowest net stiffness, t_d infinite = -1.4393e+08 m/F
Lower bound on g at t_d = 5 nm: 8.200e-10 J m^3/C^2
```
